# Equivalent Time of a 1050 °C Spike Anneal with Linear Ramps

## Problem

An implanted wafer is heated from 600 °C at the constant rate $r_h=250$ K/s. At the peak temperature of 1050 °C the heating stops, and the wafer cools back to 600 °C at the constant rate $r_c=80$ K/s. There is no dwell at the peak, and the turn from heating to cooling is taken as sharp.

A dopant diffuses during this spike with the diffusivity

$$D(T)=D_0\,e^{-E/(kT)},\qquad E=3.5\ \text{eV},$$

where $k$ is the Boltzmann constant and $T$ the absolute temperature. $D_0$ and $E$ are constants, and $D$ depends on time through the temperature alone. The equivalent time $t_{\rm eq}$ is the duration of an isothermal anneal at the peak temperature $T_p$ that leaves the same dopant profile as the spike.

(a) Show that such a time exists, and express it as an integral over the temperature history.

(b) Estimate it by linearizing $1/T$ about the peak.

(c) Decide whether this estimate is too high or too low, without evaluating any further integral.

(d) Enclose $t_{\rm eq}$ between two bounds that need no special functions, then find its value.

(e) Which ramp contributes more, and how close to the peak is the contribution made?

(f) Take the round value $D_0=1$ cm²/s and a Gaussian profile of standard deviation 5 nm, far from any surface. How wide is the profile after the spike?

## Hints

**For (a).** Measure progress by $\theta=\int D\,dt$ instead of by time. What does the diffusion equation look like in this variable?

**For (b).** Change the integration variable from time to temperature on each ramp. The two ramps then share one integral. Write $T=T_p-s$ and keep the first order in $s$ in the exponent.

**For (c).** Compare the true exponent with the linearized one at each $s>0$. The sign of the difference is the same on the whole ramp.

**For (d).** Substitute $T=T_p/u$ and integrate by parts twice. Keep the remainders and look at their signs.

**For (e).** The integral over temperature is common to both ramps, so it cancels from the ratio.

**For (f).** Find how the variance of a Gaussian grows with $\theta$.

## Solution

### (a) One number describes the spike

Let $C(z,t)$ be the dopant concentration at depth $z$. At any instant the wafer has one temperature, so $D$ does not depend on $z$, and

$$\frac{\partial C}{\partial t}=D(T(t))\,\frac{\partial^2 C}{\partial z^2}.$$

Define $\theta(t)$ as the integral of $D$ from the start of the spike to time $t$. Then $d\theta/dt=D$, and the chain rule gives $\partial C/\partial t=D\,\partial C/\partial\theta$. Since $D>0$, it can be divided out:

$$\frac{\partial C}{\partial\theta}=\frac{\partial^2 C}{\partial z^2}.$$

The temperature history has disappeared. If the boundary conditions are also free of the temperature history when written in $\theta$, as for a sealed surface or a fixed surface concentration, the final profile depends on the history only through the final value of $\theta$. An isothermal anneal of duration $t_{\rm eq}$ at $T_p$ has $\theta=D(T_p)\,t_{\rm eq}$. Equating this to the value for the spike and dividing by $D(T_p)$, which cancels $D_0$, gives

$$t_{\rm eq}=\int\frac{D(T(t))}{D(T_p)}\,dt=\int\exp\left[-\frac{E}{k}\left(\frac1{T(t)}-\frac1{T_p}\right)\right]dt .$$

The integrand is 1 at the peak and smaller elsewhere. A dwell at $T_p$ would therefore add its full duration to $t_{\rm eq}$.

The argument survives a concentration dependence of the form $D=f(T)\,g(C)$, because $f$ can be absorbed into $\theta$ in the same way. It fails if the concentration factor itself changes with temperature. This is the usual case for a dopant in silicon above the intrinsic carrier density $n_i(T)$, about $10^{19}$ cm⁻³ at 1050 °C, because the diffusivity then depends on $C/n_i(T)$. The formula for $t_{\rm eq}$ also fails if $D$ depends on a population of implantation defects that decays during the anneal, as in transient enhanced diffusion: the diffusivity then depends on the past and not on the present temperature alone.

### (b) The linearized estimate

Put $t=0$ at the peak. On the heating ramp $T=T_p+r_ht$ with $t<0$, so $dt=dT/r_h$ and $T$ runs from the start temperature $T_0$ up to $T_p$. On the cooling ramp $T=T_p-r_ct$, so $dt=-dT/r_c$ and $T$ runs from $T_p$ down to $T_0$. The minus sign reverses the limits, and both ramps contain the same integral:

$$t_{\rm eq}=\left(\frac1{r_h}+\frac1{r_c}\right)J,\qquad J=\int_{T_0}^{T_p}\exp\left[-\frac Ek\left(\frac1T-\frac1{T_p}\right)\right]dT .$$

$J$ has the unit of temperature. Now let $s=T_p-T$ be the distance below the peak. Then

$$\frac1{T_p-s}-\frac1{T_p}=\frac{s}{T_p(T_p-s)}\approx\frac{s}{T_p^2}\qquad(s\ll T_p).$$

With this approximation the integrand is $e^{-s/\Delta T}$, where

$$\Delta T=\frac{kT_p^2}{E}$$

is the drop in temperature that lowers the rate by a factor $e$, to this order. If the ramp is much longer than $\Delta T$, the upper limit of $s$ may be moved to infinity. Then $J\approx\int_0^\infty e^{-s/\Delta T}ds=\Delta T$, and

$$t_{\rm eq}\approx\frac{kT_p^2}{E}\left(\frac1{r_h}+\frac1{r_c}\right).$$

The exponent needs absolute temperatures: $T_p=1323.15$ K and $T_0=873.15$ K. With $k=8.617\times10^{-5}$ eV/K, $kT_p=0.11402$ eV, so

$$\Delta T=\frac{0.11402\times1323.15}{3.5}\ \text{K}=43.10\ \text{K}.$$

The sum of the inverse rates is $1/250+1/80=0.0165$ s/K. The estimate is therefore $43.10\times0.0165=0.711$ s. The ramps are 450 K long, about ten times $\Delta T$, so the infinite limit is justified.

### (c) The estimate is too high

For $0<s<T_p$ the factor $T_p-s$ is smaller than $T_p$, hence

$$\frac{s}{T_p(T_p-s)}>\frac{s}{T_p^2}.$$

The true exponent is more negative than the linearized one everywhere below the peak, so the true integrand is smaller. Moving the limit to infinity added a further positive piece. Both approximations raise the result, and therefore $J<\Delta T$. The value 0.711 s is a strict upper bound on the equivalent time of this spike. The bound rests on the constant ramp rates. A wafer that cools by radiation slows down as it cools, roughly as $T^4$. If cooling starts at 80 K/s and follows this law, the cooling ramp gains a relative correction of about $+4\Delta T/T_p$, which outweighs the negative one found below, and $t_{\rm eq}$ rises to about 0.74 s, above the linearized estimate.

The next term shows by how much. To second order in $s$ the exponent is $-s/\Delta T-s^2/(T_p\Delta T)$. Expanding the exponential of the small second term gives

$$J\approx\int_0^\infty e^{-s/\Delta T}\left(1-\frac{s^2}{T_p\,\Delta T}\right)ds=\Delta T-\frac{2\,\Delta T^3}{T_p\,\Delta T}=\Delta T\left(1-\frac{2\,\Delta T}{T_p}\right),$$

because $\int_0^\infty s^2e^{-s/\Delta T}ds=2\,\Delta T^3$. The relative correction is about $2\times43.10/1323.15$, or 6.5 %. This is an estimate so far; part (d) turns it into a bound.

### (d) Bounds and value

Introduce the dimensionless activation energy

$$x=\frac{E}{kT_p}=\frac{T_p}{\Delta T}=30.70 .$$

First extend the lower limit of $J$ from $T_0$ to zero temperature, and call the result $J_0$. Substitute $T=T_p/u$. Then $dT=-T_p\,du/u^2$ and $E/(kT)=xu$. The limit $T=T_p$ becomes $u=1$, and $T\to0$ becomes $u\to\infty$. The minus sign again reverses the limits:

$$J_0=T_p\,e^x\int_1^\infty\frac{e^{-xu}}{u^2}\,du=T_p\,e^xE_2(x),\qquad E_n(x)=\int_1^\infty\frac{e^{-xu}}{u^n}\,du .$$

The functions $E_n$ are the exponential integrals; the index distinguishes them from the energy $E$. Integration by parts, with $e^{-xu}$ integrated and $u^{-n}$ differentiated, gives

$$E_n(x)=\left[-\frac{e^{-xu}}{x\,u^n}\right]_1^\infty-\frac nx\int_1^\infty\frac{e^{-xu}}{u^{n+1}}\,du=\frac{e^{-x}}x-\frac nx\,E_{n+1}(x).$$

Use this for $n=2$, and then for $n=3$ in the remainder:

$$E_2=\frac{e^{-x}}x-\frac2x\left(\frac{e^{-x}}x-\frac3xE_4\right)=\frac{e^{-x}}x\left(1-\frac2x\right)+\frac6{x^2}E_4 .$$

The integrand of $E_4$ is positive, so $E_4>0$. The recursion for $n=4$ also shows that $E_4<e^{-x}/x$, because the term subtracted there is positive. Inserting these two facts, and using $T_p/x=\Delta T$, gives

$$J_0=\Delta T\,F(x),\qquad 1-\frac2x<F(x)<1-\frac2x+\frac6{x^2}.$$

For $x=30.70$ the two limits are 0.9348 and 0.9412. Multiplied by the linearized estimate of 0.7112 s, they give

$$0.6649\ \text{s}<t_{\rm eq}<0.6694\ \text{s}.$$

The start at 600 °C removes from $J_0$ the part between zero temperature and $T_0$. The substitution $T=T_0/u$ turns that part into $T_0\,e^xE_2(x_0)$, with $x_0=E/(kT_0)$. Its contribution to the equivalent time is $4.0\times10^{-8}$ s, which does not affect the digits of either bound.

Adaptive numerical quadrature of the defining time integral, from 600 °C up to the peak and back, gives $F=0.9405$ and $J=40.54$ K. Hence

$$t_{\rm eq}=0.0165\times40.54\ \text{s}=0.669\ \text{s}\approx0.67\ \text{s}.$$

The linearized value of 0.71 s is 6.3 % above this result.

$J$ has a direct reading. The wafer spends the time $J(1/r_h+1/r_c)$ within $J$ of its peak temperature, and this is $t_{\rm eq}$ itself. The spike thus acts like an isothermal anneal lasting as long as the wafer spends in its top 40.5 K. The time spent above 1000 °C, which is $50\times0.0165=0.825$ s, is longer than the equivalent time.

The limit of large $x$ is seen most easily after the substitution $u=1+v/x$ in $E_2$:

$$F(x)=x\,e^xE_2(x)=\int_0^\infty\frac{e^{-v}}{(1+v/x)^2}\,dv .$$

$F$ rises with $x$ and tends to 1, so the linearized estimate becomes accurate when $E\gg kT_p$. In the opposite limit, $E\to0$, the rate no longer depends on temperature. The integrand of $J$ is then 1, $J$ becomes $T_p-T_0$, and $t_{\rm eq}$ is the whole duration of the spike. The start temperature may not be ignored in that case.

How much the 6 % matters depends on how well the peak is known. Since $d\ln D/dT_p=E/(kT_p^2)=1/\Delta T$, an error of 3 K in the peak temperature changes $D(T_p)$ by about $3/43.10$, or 7 %. That is as large as the error of the linearized estimate.

### (e) Where the diffusion takes place

The integral $J$ cancels from the share of the cooling ramp:

$$\frac{1/r_c}{1/r_h+1/r_c}=\frac{0.0125}{0.0165}=75.8\ \% .$$

In seconds, heating contributes 0.162 s and cooling 0.507 s. Even an infinitely fast heating ramp would leave the 0.507 s of the cooling ramp. For this spike, faster cooling has more to offer than faster heating. In practice passive cooling is limited by radiation, to roughly 140 K/s at this peak for a wafer 775 µm thick with emissivity 0.7 radiating from both faces.

In the linearized model, the share gathered within $\Delta T$ of the peak is $1-e^{-1}$, slightly less than two thirds. Quadrature with the true exponent gives 66.6 %, which is a little more than the linearized model predicts. The true integrand equals $e^{-s/\Delta T}$ times a factor that falls steadily as $s$ grows. Such a factor reduces the part beyond $\Delta T$ by a larger proportion than the part within it, so the share near the peak must rise.

This concentration near the peak also shows where the model is most sensitive. A real peak is rounded by the response of the lamps and the wafer. If the rounding keeps the wafer within a few kelvin of $T_p$ for an extra time, nearly all of that time is added to $t_{\rm eq}$, and the slower passage further below the peak adds more. A turn in which the rate changes linearly from heating to cooling over 0.3 s, at the same peak temperature, adds about 0.14 s, a fifth of $t_{\rm eq}$. The measured temperature trace should then replace the linear ramps in the integral of part (a).

### (f) The broadened profile

Try a Gaussian of variance $w$,

$$C=\frac{N}{\sqrt{2\pi w}}\,e^{-z^2/(2w)},$$

where $N$ is the dose and $z$ is now measured from the centre of the profile. Its derivatives are

$$\frac{\partial C}{\partial w}=C\left(\frac{z^2}{2w^2}-\frac1{2w}\right),\qquad \frac{\partial^2C}{\partial z^2}=C\left(\frac{z^2}{w^2}-\frac1w\right)=2\,\frac{\partial C}{\partial w}.$$

The equation $\partial C/\partial\theta=\partial^2C/\partial z^2$ is therefore satisfied if $dw/d\theta=2$. The Gaussian keeps its form, and its standard deviation $\sigma$ grows from $\sigma_0$ according to

$$\sigma^2=\sigma_0^2+2D(T_p)\,t_{\rm eq}.$$

With $D_0=1$ cm²/s the diffusivity at the peak is $e^{-x}$ cm²/s $=4.664\times10^{-14}$ cm²/s, or 4.664 nm²/s. Then

$$\sigma^2=(25+2\times4.664\times0.6689)\ \text{nm}^2=31.24\ \text{nm}^2,\qquad \sigma=5.589\ \text{nm}.$$

The diffusion length $\sqrt{2D(T_p)\,t_{\rm eq}}$ is 2.5 nm, but the profile widens by only 0.6 nm, because variances add and widths do not. This width holds for a dilute profile, below $n_i$, and without transient enhanced diffusion. A dose of $10^{14}$ cm⁻² in the same Gaussian peaks at $8\times10^{19}$ cm⁻³, well above $n_i$; a diffusivity that rises with $C/n_i(T)$ would then broaden the profile more, and the Gaussian form would be lost.

The same profile can be carried through the spike without using an equivalent time. The diffusion equation with the changing $D(T(t))$ was solved by the Crank–Nicolson method on a grid of spacing 0.2 nm. The final standard deviation is again 5.589 nm. This agreement alone says little about the grid, because the three-point second difference raises the variance by $2\theta$ at any spacing. The shape is the sharper test: the largest difference between the computed profile and the isothermal Gaussian is 0.0033 % of the maximum of that Gaussian. This residue is grid error and falls as the square of the spacing.

With the linearized time of 0.711 s, the predicted width is 5.624 nm, and the largest difference between the profiles is 0.63 % of the maximum. An error of 6 % in time has become one of 0.6 % in width for two reasons: only a fifth of the final variance comes from the spike, and the square root halves a small relative error. For a profile that starts much narrower than the diffusion length, $\sigma$ is nearly proportional to $\sqrt{t_{\rm eq}}$, and about half of the relative error in time would appear in the width.

## Variation 1: other activation energies

*The same spike drives two other thermally activated processes, with activation energies of 2.5 eV and 5.0 eV. What are their equivalent times at 1050 °C?*

The integrand in part (a) falls as $E$ rises, at every temperature below the peak. The process with the higher activation energy therefore has the shorter equivalent time. Quadrature gives 0.9155 s for 2.5 eV and 0.4766 s for 5.0 eV.

The linearized formula is proportional to $1/E$ and would make the first time twice the second. The actual ratio is $0.9155/0.4766=1.92$. It is below 2 because $t_{\rm eq}$ is proportional to $F(x)/E$, apart from the negligible cut-off at $T_0$, and $F$ is smaller for the lower activation energy.

A spike thus has no single equivalent time for all processes. Suppose it is replaced by an isothermal anneal of 0.669 s at 1050 °C, with negligible ramps. The 3.5 eV process advances equally in both. The spike gives the 2.5 eV process 37 % more time than the isothermal anneal does, and the 5.0 eV process 29 % less. If the aim is to favour a process of high activation energy over one of low activation energy at a fixed peak temperature, time at the peak serves better than time on the ramps.

## Variation 2: a hold before the spike

*The wafer is held at 600 °C for 10 s before the heating ramp begins. How much does this add to the equivalent time for 3.5 eV?*

During the hold the integrand of part (a) is constant. Its exponent is

$$-\frac Ek\left(\frac1{T_0}-\frac1{T_p}\right)=-x\,\frac{T_p-T_0}{T_0}=-30.70\times\frac{450}{873.15}=-15.82,$$

so the rate relative to the peak is $e^{-15.82}=1.35\times10^{-7}$. The hold adds

$$10\ \text{s}\times1.35\times10^{-7}=1.35\times10^{-6}\ \text{s},$$

about two millionths of the 0.669 s from the spike. To match the spike, the hold would have to last $0.669/(1.35\times10^{-7})$ s, or about $5\times10^6$ s.

This conclusion belongs to the process with $E=3.5$ eV and a constant prefactor. The exponent is proportional to $E$, so a process of low activation energy is slowed much less at 600 °C. If such a process changes the defects on which the dopant diffusivity depends, the hold can influence the later diffusion even though it contributes almost nothing to this integral.
